# Stability of a planar alloy-scale interface: Wagner's rule and its exact boundary

## 1. Two simple limits

An alloy of a noble metal A and a reactive metal B oxidizes, and the oxide contains only B. B cations cross the scale outwards and meet oxygen at the outer surface, so the alloy-scale interface recedes into the alloy at speed $v$. Let $y$ point into the alloy and give the interface a small ripple $y=\varepsilon\cos kx$. At a crest, $\varepsilon\cos kx>0$, the scale intrudes into the alloy. If crests recede faster than the mean, the ripple grows.

**Supply through the alloy limits the rate.** Let the mole fraction $N$ of B be almost zero at the interface. Close to it the planar profile is $N=Gy$, and B arrives at the rate $v=DG$, with $D$ the alloy diffusivity. For a short ripple $N$ obeys Laplace's equation, so
$$N=Gy+a\,e^{-ky}\cos kx .$$
Requiring $N=0$ on the rippled interface gives $a=-G\varepsilon$ to first order. The speed is then
$$D\,\partial N/\partial y=DG\,(1+k\varepsilon\cos kx)=v+kv\,\varepsilon\cos kx .$$
The crest reaches towards richer alloy and recedes faster. The growth rate is $\sigma=+kv$.

**Transport through the scale limits the rate.** Now a transport potential $S$ is fixed at $vX$ on the interface and at zero on a flat outer surface $y=-X$. The planar solution is $S=v(y+X)$, and the speed is $\partial S/\partial y$. The ripple adds $b\cos kx\,\sinh k(y+X)/\sinh kX$. Keeping $S=vX$ on the interface requires $b=-v\varepsilon$, and the speed changes by $-kv\coth(kX)\,\varepsilon\cos kx$. The crest has a longer path to the gas and recedes more slowly: $\sigma=-kv\coth kX$.

These are the two halves of Wagner's rule. In general the interface composition also varies along the ripple, and this affects transport on both sides. The model below includes that response.

## 2. Balances and transport laws

Assume that A does not dissolve in the oxide, that both metals have the same constant atomic volume $V$ in the alloy, that $D$ is constant, and that the alloy is ideal. The scale is assumed to creep so that it stays in contact with the receding metal; no oxide forms at the inner interface to fill a gap.

Each B atom that leaves removes a volume $V$, so a flux $J$ into the scale gives $v=VJ$. In atomic volumes per unit area and time, the moving interface sweeps up $N_iv$ of B and diffusion brings $D\,\partial N/\partial n$, where $N_i$ is the interface fraction and $n$ points into the alloy. Their sum must equal $v$:
$$(1-N_i)\,v=D\,\partial N/\partial n. \tag{1}$$

In the scale, $\mathbf J=-L(\mu)\nabla\mu$, where $\mu$ is the chemical potential of B. Define $S=V\int_{\mu_g}^{\mu}L\,d\mu'$, with $\mu_g$ the value at the gas side. Then $V\mathbf J=-\nabla S$, and steady transport means $\nabla^2S=0$ even though $L$ varies across the scale.

To obtain $S$, take doubly charged cation vacancies compensated by mobile holes. Mass action gives $[\text{vacancy}][\text{hole}]^2\propto p_{O_2}^{1/2}$. With two holes per vacancy, the vacancy fraction varies as $p_{O_2}^{1/6}$. Equilibrium with a monoxide fixes $a\,p_{O_2}^{1/2}$, where $a$ is the activity of B, so the vacancy fraction, and $L$ with it, varies as $a^{-s}$ with $s=1/3$. Let $N_e$ be the value of $a$ at the gas side, and write $Vk_BTL=Ks(N_e/a)^s$, which defines $K$. Since $d\mu=k_BT\,da/a$ and $a=N_i$ at the interface,
$$S_i=Ks\int_{N_e}^{N_i}\left(\frac{N_e}{a}\right)^{s}\frac{da}{a}=K\left[1-\left(\frac{N_e}{N_i}\right)^s\right]. \tag{2}$$

Two coefficients, both with the dimension of a diffusivity, will decide stability:
$$M=\frac{dS_i}{dN_i}=\frac{Ks}{N_i}\left(\frac{N_e}{N_i}\right)^s,\qquad A=\frac{D}{1-N_i}. \tag{3}$$
$M$ measures how strongly the scale flux responds to interface composition, and $A$ does the same for the alloy supply.

## 3. The planar state

Write the recession as $R=2u\sqrt{Dt}$, so that $v=u\sqrt{D/t}$. If each cation makes $P$ times its metal volume of oxide, then $X=PR$. The planar scale has $v=S_i/X$, hence
$$S_i=vX=2PDu^2. \tag{4}$$

With $y$ measured from the moving interface, the diffusion profile that reaches the bulk fraction $N_\infty$ is
$$N_0=N_\infty-(N_\infty-N_i)\frac{\operatorname{erfc}(u+y/2\sqrt{Dt})}{\operatorname{erfc}u}.$$
Its interface gradient is $G=(N_\infty-N_i)e^{-u^2}/(\sqrt{\pi Dt}\,\operatorname{erfc}u)$. Inserting this in (1) gives
$$\frac{N_\infty-N_i}{1-N_i}=F(u)=\sqrt\pi\,u\,e^{u^2}\operatorname{erfc}u. \tag{5}$$
The form $F=\int_0^\infty e^{-w-w^2/4u^2}dw$ shows that $F$ rises with $u$ and stays below one. Equations (4) and (5) fix $N_i$ and $u$, both constant in time.

In the moving frame $\partial_tN_0=DN_0''+vN_0'$. At $y=0$ the left side vanishes because $N_i$ is constant, so
$$N_0''(0)=-vG/D,\qquad G=(1-N_i)v/D. \tag{6}$$

## 4. The rippled interface

Let the interface be $y=\varepsilon e^{ikx+\sigma t}$; the common exponential is omitted below. Treat $v$, $G$ and $X$ as frozen while the ripple evolves. This requires the alloy field to relax quickly, $Dk^2t\gg1$.

**Alloy side.** Add $a\,e^{-qy}$ to $N_0$. The diffusion equation in the moving frame gives
$$Dq^2-vq=Dk^2+\sigma, \tag{7}$$
with the positive root for $q$. On the displaced interface the composition changes by $\delta N_i=G\varepsilon+a$. Linearizing (1), and noting that the tilt of the normal enters at second order,
$$(1-N_i)\sigma\varepsilon-v\,\delta N_i=D\left(N_0''\varepsilon-qa\right).$$
Substitute $N_0''=-vG/D$ and $a=\delta N_i-G\varepsilon$:
$$(1-N_i)\sigma\varepsilon=v\,\delta N_i-vG\varepsilon-Dq\,\delta N_i+DqG\varepsilon=(Dq-v)(G\varepsilon-\delta N_i).$$
Divide by $1-N_i$ and use (6) for $G$:
$$\sigma\varepsilon=q_1\left(v\varepsilon-A\,\delta N_i\right),\qquad q_1=q-v/D. \tag{8}$$

**Scale side.** Write $S=v(y+X)+b\sinh k(y+X)/\sinh kX$. On the interface this must equal $S_i+M\delta N_i$. Since $vX=S_i$, it follows that $b=M\delta N_i-v\varepsilon$. The change of $\partial S/\partial y$ is the change of speed:
$$\sigma\varepsilon=q_2\left(M\,\delta N_i-v\varepsilon\right),\qquad q_2=k\coth kX. \tag{9}$$

**Elimination.** Equation (8) gives $\delta N_i=(v-\sigma/q_1)\varepsilon/A$. Put this in (9), divide by $q_2\varepsilon$ and multiply by $A$:
$$\frac{A\sigma}{q_2}=Mv-\frac{M\sigma}{q_1}-Av .$$
Collecting $\sigma$,
$$\boxed{\;\sigma=\frac{v\,(M-A)}{M/q_1+A/q_2}\;} \tag{10}$$

For $v\ll Dk$, $q_1$ is close to $k$ and the denominator is positive. The ripple grows if $M>A$ and decays if $M<A$.

## 5. What the result says

**The limits.** For $M\ll A$, and also $M\ll AkX$ if the scale is thin ($kX\ll1$), (10) gives $\sigma=-kv\coth kX$. For $M\gg A$ it gives $\sigma=q_1v$. Inserting $\sigma=(q-v/D)v$ in (7) yields
$$q^2-2qv/D+v^2/D^2=k^2,$$
so $q=k+v/D$ and $\sigma=kv$. The drift of the interface thus cancels from this limit of the frozen-state theory.

**The boundary.** At $M=A$, equation (6) reads $MG=v$. Take $\delta N_i=G\varepsilon$, so that $a=0$. Then $b=MG\varepsilon-v\varepsilon=0$ as well. The displaced interface fits the continued planar fields on both sides, neither field is disturbed, and the ripple keeps its amplitude. Since $M$ and $A$ depend on time only through the constant $N_i$, this holds throughout parabolic growth, without freezing the planar state. Under the stated assumptions this neutral state lies at $M=A$ for every $k$ and $X$. That the sign of $M-A$ decides growth is shown here for $Dk^2t\gg1$; at longer wavelengths the change of amplitude over a finite time also depends on the earlier state of the alloy field.

**Growth per distance receded.** For $kX\gg1$ and $v\ll Dk$, both $q_1$ and $q_2$ are close to $k$. Since $\int v\,dt$ is the recession $\Delta R$,
$$\ln\frac{\varepsilon_2}{\varepsilon_1}=k\,\Delta R\;\frac{M-A}{M+A}. \tag{11}$$
When the metal has receded by one ripple wavelength, the amplitude has changed by $e^{2\pi}$ in the alloy-limited case and by $e^{-2\pi}$ in the scale-limited case.

## 6. Why "rate-limiting" needs care

How much of the planar rate does the scale control? Define its share as $C=d\ln v^2/d\ln K$ at fixed $D$, $N_\infty$ and $t$. Because $u$ depends on $K$ and $D$ through $K/D$, and $v^2=u^2D/t$, the corresponding share of $D$ is $1-C$.

From (4), with $S_i$ proportional to $K$ at fixed $N_i$,
$$d\ln u^2=d\ln K+\frac{M}{2PDu^2}\,dN_i .$$
Equation (5) is equivalent to $1-N_\infty=(1-N_i)(1-F)$. At fixed $N_\infty$,
$$dN_i=-\frac{(1-N_i)F'}{1-F}\,du,\qquad du=\frac u2\,d\ln u^2 .$$
Combining these and using $A=D/(1-N_i)$,
$$C=\left[1+\frac MA\,\frac{F'}{4Pu(1-F)}\right]^{-1},\qquad F'=\frac Fu+2uF-2u. \tag{12}$$

The second term in the bracket can be written $(M/X)/(A/\ell)$, with $\ell=F'\sqrt{Dt}/[2(1-F)]$. The planar rate compares responses over the scale thickness $X$ and an alloy depth $\ell$. The stability boundary involves neither length: at $M=A$ the displaced interface fits the planar fields on both sides, however deep a disturbance would reach. The two criteria can disagree when $X$ and $\ell$ differ.

For small $u$, $F'\to\sqrt\pi$ and $F\to0$. At $M=A$ the scale's share then tends to zero: an interface can be marginally stable although the alloy controls nearly all of the planar rate. For ripples, the two halves of Wagner's rule are therefore the limits $M/A\to0$ and $M/A\to\infty$, which need not coincide with scale control and alloy control of the planar rate. Equation (10) supplies the boundary between them.

## 7. Three alloys after 100 hours

Take $D=1.0\times10^{-11}$ cm²/s, $K=5.0\times10^{-11}$ cm²/s, $N_e=10^{-5}$, $P=1.6$ and a wavelength of 10 µm, so $k=0.628$ µm⁻¹. Only the bulk fraction changes between the columns.

| $N_\infty$ | 0.60 | 0.81 | 0.95 |
|---|---:|---:|---:|
| $N_i$ | $2.1\times10^{-5}$ | 0.023 | 0.73 |
| $X$ (µm) | 36 | 73 | 75 |
| $M/A$ | $6.0\times10^4$ | 5.3 | 0.014 |
| Scale share $C$ | $4.7\times10^{-5}$ | 0.58 | 0.998 |
| $\sigma$ (1/h) | 0.071 | 0.097 | −0.143 |

For the middle alloy, $(N_e/N_i)^{1/3}=(10^{-5}/0.02315)^{1/3}=0.0756$. Equation (4) gives $u^2=5(1-0.0756)/3.2=1.444$, so $u=1.20$. The coefficients are
$$M=\frac{5.0\times10^{-11}\times0.0756}{3\times0.02315}=5.44\times10^{-11}\ \text{cm}^2/\text{s},$$
$$A=\frac{1.0\times10^{-11}}{1-0.02315}=1.02\times10^{-11}\ \text{cm}^2/\text{s}.$$

This interface is unstable although the scale has the larger share of planar control. The recession after 100 h is 45.6 µm. Between 81 h and 100 h it increases by $(1-\sqrt{0.81})\times45.6=4.56$ µm, so $k\Delta R=2.87$. Equation (11) predicts
$$\ln(\varepsilon_2/\varepsilon_1)=2.87\times\frac{5.32-1}{5.32+1}=1.96 .$$
Integrating the linear ripple on the changing planar state gives 1.93, an amplification of 6.9. For the other two alloys the same integration gives factors of 4.1 and 0.058.

The boundary $M=A$ lies at $N_i=0.078$, or $N_\infty=0.82$. The scale's share there is 0.88. Along this series, waviness therefore begins while the planar rate is still mostly scale-controlled.

The opposite disagreement appears with a slow scale, $K=1.0\times10^{-13}$ cm²/s, at the same $D$. An alloy with $N_\infty=0.0847$ has $M/A=0.58$ and $C=0.24$. Most of the control lies in the alloy, yet the ripple decays. Solving the fields between wavy boundaries at $k=5/X$, with $X=3.0$ µm, gives $\sigma=-0.0041$ h⁻¹.

## 8. Effects left out

**Time and drift.** In the three alloys $1/(Dk^2t)=0.007$, so the planar state changes little while the alloy field relaxes. The ripple itself changes faster: $|\sigma|/(Dk^2)$ is 0.05 to 0.10, and (7) includes the resulting lag. The drift ratio $v/(Dk)$ is 0.05 to 0.10. It is kept in (10) but dropped in (11).

**Capillarity.** Let the interface energy be $\gamma$ and $\Gamma=\gamma V/k_BT$. At a crest the alloy surface is concave, which lowers the activity of B: $\delta\ln a=\delta N_i/N_i-\Gamma k^2\varepsilon$. In (9), $M\delta N_i$ becomes $M(\delta N_i-N_i\Gamma k^2\varepsilon)$, and the same elimination gives
$$\sigma\left(\frac M{q_1}+\frac A{q_2}\right)=v(M-A)-AMN_i\Gamma k^2 .$$
With $\gamma=1000$ erg/cm², $V=1.1\times10^{-23}$ cm³ and $T=1300$ K, $\Gamma=0.61$ nm. At 10 µm the new term is at most $1.5\times10^{-4}$ of the magnitude of $v(M-A)$. Taken alone, it would stop growth below a wavelength of about 0.11 µm in the 0.81 alloy and 4 nm in the 0.60 alloy. These are not the cutoffs of a real alloy, because the term counts only the effect of curvature on the activity of B and so carries the factor $N_i$. A curved interface also smooths by self-diffusion of all alloy atoms, which adds about $-D\Gamma k^3$ to $\sigma$ if the self-diffusivity is of order $D$. At 10 µm this is still below 1 % of $|\sigma|$, but it stops growth below roughly 0.8 to 0.9 µm in both alloys. Diffusion along the interface would add to this smoothing.

**Outer waviness.** If the outer surface is $y=-X+\zeta\cos kx$, the added potential there must be $-v\zeta$. This changes the inner speed by $kv\zeta/\sinh kX=q_2v\zeta/\cosh kX$, and elimination adds $vA(\zeta/\varepsilon)/\cosh kX$ to the numerator of (10). For equal amplitudes the addition is below $10^{-14}$ of the original numerator in these examples. For $M\gg A$ and equal amplitudes it stays small at every wavelength. Otherwise it becomes appreciable when the wavelength is a few times $X$, or sooner close to $M=A$, and the outer surface then needs its own equation of motion. In these alloys $Dk^2t$ is 11, 2.7 and 2.5 at a wavelength equal to $X$, and 1.2 or less at three times $X$, so freezing the planar state is not justified there either.

**Vacancy storage.** Let $x_g$ be the vacancy fraction at the gas side. Equation (2) makes $S=K(1-x_v/x_g)$, and conservation of cations gives a vacancy diffusivity $PK/x_g$. For $x_g=10^{-3}$, the storage ratio $|\sigma|x_g/(PKk^2)$ is about $10^{-5}$.

**Amplitude.** The composition response must satisfy $|\delta N_i|\ll N_i$, and the slope must satisfy $k\varepsilon\ll1$. In the 0.81 alloy the linear estimate reaches $|\delta N_i|=N_i$ at an amplitude of 1.2 µm. A ripple of 0.1 µm amplified 6.9 times would be more than halfway there, so the quoted factor applies to smaller initial ripples.

## 9. Relation to real oxidation

The parameters are round values meant for the regime of an alloy of a noble and a reactive metal that forms a cation-deficient monoxide near 1300 K. They do not describe a particular alloy, and the critical content of 0.82 is a model result. It is sensitive to $K/D$. With the slow scale, which lowers $K/D$ by a factor of 500, the alloy with $N_\infty=0.0847$ is already stable. Since $M/A$ falls as $N_i$ rises, and $N_\infty$ rises with $N_i$, the critical content has moved below 0.085. Fast diffusion along alloy grain boundaries, to the extent that it acts as a larger effective $D$, can therefore shift the boundary greatly.

Contact is the other demanding assumption. A ripple of amplitude 0.1 µm requires the scale to creep at a rate of the order of $k|\sigma|\varepsilon$, which is 1 to 2.5 × 10⁻⁶ s⁻¹ here. If the oxide cannot do this at the available stress, voids or gaps interrupt the cation path and (9) no longer applies. The model also excludes internal oxidation and an oxide that takes up the noble metal. Within the model, raising the reactive-metal content until $M<A$ suppresses short ripples. For a real alloy this is a guide only where contact is kept, these other processes are absent, and $M$ and $A$ are evaluated with that alloy's own activity and diffusion data. Further values are listed in the numerical output.

## Table of computed values

```
alloy diffusivity D: 1.0e-11 cm2/s
scale constant K: 5.0e-11 cm2/s
equilibrium fraction N_e: 1.0e-05; exponent s: 0.3333
volume ratio P: 1.6; time: 100 h
temperature: 1300 K; wavelength: 10 um
wavenumber k: 0.6283 1/um
interface energy: 1000 erg/cm2
atomic volume: 1.10e-23 cm3
capillary length Gamma: 0.613 nm
-- three alloys, one column each --
bulk fraction N_inf: 0.6  0.81  0.95
interface fraction N_i: 2.147e-05  0.02315  0.734
growth parameter u: 0.5928  1.202  1.235
recession (um): 22.49  45.61  46.86
scale thickness X (um): 35.99  72.97  74.98
recession speed v (um/h): 0.1125  0.228  0.2343
A (cm2/s): 1e-11  1.024e-11  3.759e-11
M (cm2/s): 6.016e-07  5.444e-11  5.424e-13
M/A: 6.016e+04  5.318  0.01443
scale share of planar control: 4.69e-05  0.5812  0.9981
growth rate sigma (1/h): 0.07067  0.09662  -0.1428
sigma/(k v): 1  0.6743  -0.97
-- ripple from 81 h to 100 h, same columns --
k times recession: 1.413  2.866  2.945
ln amplitude ratio, simple law: 1.413  1.958  -2.861
ln amplitude ratio, frozen-time law: 1.413  1.931  -2.856
ln amplitude ratio, simulated: 1.409  1.926  -2.856
amplitude ratio, simulated: 4.093  6.862  0.0575
-- stability boundary M = A --
critical N_i: 0.0776
critical N_inf: 0.8236
scale share there: 0.883
simulated ln amplitude ratio there: 0.0000
-- slow scale, stable though alloy-controlled --
K: 1.0e-13 cm2/s; N_inf: 0.0847
N_i: 1.169e-03; X: 3.027 um
M/A: 0.582; scale share: 0.241
sigma at k = 5/X: -0.0041 1/h
-- neglected effects, three alloys --
alloy drift v/(D k): 0.0497  0.101  0.104
frozen time 1/(D k^2 t): 0.00704  0.00704  0.00704
capillary term / drive: 1.66e-07  0.000111  0.00015
equal outer waviness / drive: 5.02e-15  5.68e-21  7.02e-21
capillary cutoff, first two alloys (nm): 4.08  106
vacancy fraction at gas side: 1e-03
vacancy storage ratio: 6.22e-06  8.5e-06  1.26e-05
ripple amplitude for creep rate: 0.1 um
creep rate needed (1/s): 1.23e-06  1.69e-06  2.49e-06
amplitude where dN_i = N_i (um): 20.7  1.19  20.4
worst wavy-boundary error / (k v): 1.8e-05
```
